# Counting and storing three- and four-particle density matrices for NEVPT2 and CASPT2: test program

```python
"""Unique elements of spin-free k-particle density matrices (k = 3, 4).

Result under test, for n real active orbitals:
  unique = (M + F) / 2
  M = multisets of k index pairs (p,q) drawn from n*n pairs
  F = those multisets unchanged when every pair (p,q) becomes (q,p)
The number of linearly independent elements is sum_S D_S (D_S + 1) / 2,
where D_S counts k-electron spin-adapted functions of total spin S.
Also tested: the operator degrees that make perturbation theory need k = 3, 4.
Storage uses 8 bytes per element and 1 GB = 1e9 bytes.
"""
from itertools import product
from math import comb, factorial
import numpy as np

rng = np.random.default_rng(7)


def pair_multisets(n, k):
    return comb(n * n + k - 1, k)


def self_transposed(n, k):
    off_diagonal = n * (n - 1) // 2
    return sum(comb(off_diagonal + j - 1, j) * comb(n + k - 2 * j - 1, k - 2 * j)
               for j in range(k // 2 + 1))


def unique_elements(n, k):
    total = pair_multisets(n, k) + self_transposed(n, k)
    assert total % 2 == 0
    return total // 2


def independent_elements(n, k):
    total = 0
    for n_down in range(k // 2 + 1):
        n_up = k - n_down
        dim = comb(n, n_up) * comb(n, n_down)
        if n_down > 0:
            dim -= comb(n, n_up + 1) * comb(n, n_down - 1)
        total += dim * (dim + 1) // 2
    return total


def enumerate_orbits(n, k):
    """Label every element by its class under the index symmetries."""
    known, labels = {}, []
    for indices in product(range(n), repeat=2 * k):
        upper, lower = indices[:k], indices[k:]
        key = min(tuple(sorted(zip(upper, lower))),
                  tuple(sorted(zip(lower, upper))))
        labels.append(known.setdefault(key, len(known)))
    labels = np.array(labels)
    first = np.unique(labels, return_index=True)[1]
    return labels, first


def annihilators(n):
    """Jordan-Wigner matrices; spin-orbital index = 2*orbital + spin."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign, unit = np.diag([1.0, -1.0]), np.eye(2)
    result = []
    for i in range(2 * n):
        matrix = np.eye(1)
        for j in range(2 * n):
            factor = sign if j < i else (lower if j == i else unit)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return np.array(result)


def electron_sector(ops, electrons):
    number = sum(np.diag(a.T @ a) for a in ops)
    return np.where(np.abs(number - electrons) < 1e-10)[0]


def random_state(ops, electrons):
    sector = electron_sector(ops, electrons)
    state = np.zeros(ops.shape[1])
    state[sector] = rng.normal(size=len(sector))
    return state / np.linalg.norm(state)


def spin_free_rdm(state, ops, n, k):
    """Density matrix from its definition, as overlaps of ionized states."""
    tensor = state
    for _ in range(k):
        tensor = np.tensordot(tensor, ops, axes=(-1, 2))
    tensor = tensor.reshape([n, 2] * k + [len(state)])
    order = list(range(0, 2 * k, 2)) + list(range(1, 2 * k, 2)) + [2 * k]
    rows = tensor.transpose(order).reshape(n**k, -1)
    return rows @ rows.T


# Orbit counts by explicit enumeration.
for n_test, k_test in [(2, 3), (3, 3), (4, 3), (2, 4), (3, 4), (4, 4)]:
    _, first = enumerate_orbits(n_test, k_test)
    assert len(first) == unique_elements(n_test, k_test)

# Symmetry and linear rank of density matrices of random states.
ops3, ops4 = annihilators(3), annihilators(4)
rank_results = []
for n_test, k_test, electrons, ops in [(4, 3, 4, ops4), (3, 4, 4, ops3)]:
    labels, first = enumerate_orbits(n_test, k_test)
    expected = independent_elements(n_test, k_test)
    samples = []
    for _ in range(expected + 30):
        values = spin_free_rdm(random_state(ops, electrons), ops,
                               n_test, k_test).ravel()
        assert np.allclose(values, values[first][labels], atol=1e-11)
        samples.append(values[first])
    singular = np.linalg.svd(np.array(samples), compute_uv=False)
    rank = int(np.sum(singular > 1e-9 * singular[0]))
    assert rank == expected
    rank_results.append((n_test, k_test, len(first), rank))

# Contractions of the four-particle matrix, five electrons in three orbitals.
state = random_state(ops3, 5)
gamma3 = spin_free_rdm(state, ops3, 3, 3)
gamma4 = spin_free_rdm(state, ops3, 3, 4).reshape((3,) * 8)
traced = np.einsum('pqrvstuv->pqrstu', gamma4).reshape(27, 27)
assert np.linalg.norm(gamma3) > 1e-3
assert np.allclose(traced, (5 - 3) * gamma3, atol=1e-11)
fock3 = rng.normal(size=(3, 3))
fock3 = fock3 + fock3.T
contracted = np.einsum('pqrvstuw,vw->pqrstu', gamma4, fock3).ravel()
labels, first = enumerate_orbits(3, 3)
assert np.allclose(contracted, contracted[first][labels], atol=1e-10)

# Operators of the hardest perturber class, in four orbitals.
n_op = 4
excite = np.array([[sum(ops4[2 * p + s].T @ ops4[2 * q + s] for s in (0, 1))
                    for q in range(n_op)] for p in range(n_op)])
one = rng.normal(size=(n_op, n_op))
one = one + one.T
fock = np.einsum('pq,pqij->ij', one, excite)
two = rng.normal(size=(n_op,) * 4)
two = two + two.transpose(1, 0, 2, 3)
two = two + two.transpose(0, 1, 3, 2)
two = two + two.transpose(2, 3, 0, 1)
hamiltonian = fock.copy()
perturber = np.zeros_like(fock)
for p in range(n_op):
    for q in range(n_op):
        inner = np.einsum('rs,rsij->ij', two[p, q], excite)
        hamiltonian += 0.5 * excite[p, q] @ inner
        removal = np.einsum('r,rij->ij', rng.normal(size=n_op), ops4[0::2])
        perturber += excite[p, q] @ removal


def operator_degree(operator):
    """Largest number of elementary operators in an even operator.

    Each graded commutator with a random elementary operator removes one.
    """
    current, odd = operator / np.linalg.norm(operator), False
    for degree in range(4 * n_op + 1):
        weights = rng.normal(size=(2, 2 * n_op))
        weights /= np.linalg.norm(weights)
        vector = (np.einsum('a,aij->ij', weights[0], ops4)
                  + np.einsum('a,aji->ij', weights[1], ops4))
        sign = 1.0 if odd else -1.0
        following = current @ vector + sign * vector @ current
        size = np.linalg.norm(following)
        if size < 1e-9:
            return degree
        current, odd = following / size, not odd
    raise AssertionError("degree not found")


def commutator(a, b):
    return a @ b - b @ a


bra = perturber.T
degrees = {
    "overlap X+ X": operator_degree(bra @ perturber),
    "CASPT2 X+ F X": operator_degree(bra @ fock @ perturber),
    "X+ [F,X]": operator_degree(bra @ commutator(fock, perturber)),
    "X+ H X": operator_degree(bra @ hamiltonian @ perturber),
    "NEVPT2 X+ [H,X]": operator_degree(bra @ commutator(hamiltonian, perturber)),
}
assert list(degrees.values()) == [6, 8, 6, 10, 8]

# The commutator form holds for an eigenstate of H, but not for F.
sector = electron_sector(ops4, 4)
energies, vectors = np.linalg.eigh(hamiltonian[np.ix_(sector, sector)])
psi = np.zeros(len(hamiltonian))
psi[sector] = vectors[:, 0]
ket = perturber @ psi
assert np.linalg.norm(ket) > 1e-3
direct_h = ket @ (hamiltonian @ ket - energies[0] * ket)
short_h = ket @ commutator(hamiltonian, perturber) @ psi
assert np.isclose(direct_h, short_h, rtol=1e-9, atol=1e-8)
mean_fock = psi @ fock @ psi
direct_f = ket @ (fock @ ket - mean_fock * ket)
short_f = ket @ commutator(fock, perturber) @ psi
assert abs(direct_f - short_f) > 1e-3

# Large-n limits, checked far beyond the sizes of the example.
for k in (3, 4):
    limit = unique_elements(10000, k) * 2 * factorial(k) / 10000**(2 * k)
    assert abs(limit - 1) < 1e-5

# Worked example.
BYTES, GB = 8, 1e9
for name, degree in degrees.items():
    print(f"operators in {name}: {degree}")
for n_test, k_test, orbits, rank in rank_results:
    print(f"test n={n_test} k={k_test}: unique {orbits}, independent {rank}")
for n in (14, 20, 30):
    for k in (3, 4):
        full, unique = n**(2 * k), unique_elements(n, k)
        independent = independent_elements(n, k)
        ratio = unique * 2 * factorial(k) / full
        print(f"n={n} k={k}: M={pair_multisets(n, k)}, F={self_transposed(n, k)}")
        print(f"  elements: full {full}, unique {unique}")
        print(f"  independent {independent}, unique/estimate {ratio:.4f}")
        print(f"  storage: full {full * BYTES / GB:.4g} GB,"
              f" unique {unique * BYTES / GB:.4g} GB")
    determinants = comb(n, n // 2)**2
    print(f"  half-filled Sz=0 vector: {determinants:.4g} determinants,"
          f" {determinants * BYTES / GB:.4g} GB")


def largest_fit(count, budget):
    n = 1
    while count(n + 1) * BYTES <= budget * GB:
        n += 1
    return n


for budget in (64, 1000):
    for k in (3, 4):
        n_full = largest_fit(lambda n: n**(2 * k), budget)
        n_packed = largest_fit(lambda n: unique_elements(n, k), budget)
        print(f"budget {budget} GB, k={k}: largest n full {n_full},"
              f" packed {n_packed}")
print("all tests passed")
```

Printed output:

```
operators in overlap X+ X: 6
operators in CASPT2 X+ F X: 8
operators in X+ [F,X]: 6
operators in X+ H X: 10
operators in NEVPT2 X+ [H,X]: 8
test n=4 k=3: unique 430, independent 220
test n=3 k=4: unique 267, independent 27
n=14 k=3: M=1274196, F=1834
  elements: full 7529536, unique 638015
  independent 480935, unique/estimate 1.0168
  storage: full 0.06024 GB, unique 0.005104 GB
n=14 k=4: M=63391251, F=16121
  elements: full 1475789056, unique 31703686
  independent 13961766, unique/estimate 1.0312
  storage: full 11.81 GB, unique 0.2536 GB
  half-filled Sz=0 vector: 1.178e+07 determinants, 0.09423 GB
n=20 k=3: M=10746800, F=5340
  elements: full 64000000, unique 5376070
  independent 4189500, unique/estimate 1.0080
  storage: full 0.512 GB, unique 0.04301 GB
n=20 k=4: M=1082740100, F=66900
  elements: full 25600000000, unique 541403500
  independent 261391075, unique/estimate 1.0151
  storage: full 204.8 GB, unique 4.331 GB
  half-filled Sz=0 vector: 3.413e+10 determinants, 273.1 GB
n=30 k=3: M=121905300, F=18010
  elements: full 729000000, unique 60961655
  independent 48658375, unique/estimate 1.0035
  storage: full 5.832 GB, unique 0.4877 GB
n=30 k=4: M=27520121475, F=338025
  elements: full 656100000000, unique 13760229750
  independent 7103884950, unique/estimate 1.0067
  storage: full 5249 GB, unique 110.1 GB
  half-filled Sz=0 vector: 2.406e+16 determinants, 1.925e+08 GB
budget 64 GB, k=3: largest n full 44, packed 67
budget 64 GB, k=4: largest n full 17, packed 28
budget 1000 GB, k=3: largest n full 70, packed 106
budget 1000 GB, k=4: largest n full 24, packed 39
all tests passed
```
